# Horizontal mirror symmetry and the eleven-orbital Hamiltonian of monolayer MoS2

Monolayer MoS$_2$ in its 2H form is a plane of Mo atoms at $z=0$ between two planes of S atoms at $z=\pm h$. Each upper S atom lies directly above a lower one. Take a one-electron model with eleven orbitals per cell:

- on Mo: $d_{xy},\ d_{yz},\ d_{z^2},\ d_{xz},\ d_{x^2-y^2}$;
- on the top S: $x_t,\ y_t,\ z_t$, meaning its $p_x,p_y,p_z$;
- on the bottom S: $x_b,\ y_b,\ z_b$.

The layer is flat and free-standing. The Hamiltonian $\hat H$ is a spin-free mean-field operator (kinetic energy plus an effective potential) with the symmetry of the lattice. All orbitals are real. With $\mathbf R$ an in-plane lattice vector, the Bloch matrix is

$$H_{ij}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H_{ij}(\mathbf R),\qquad H_{ij}(\mathbf R)=\langle i,\mathbf 0|\hat H|j,\mathbf R\rangle .$$

The problem is to find what the mirror $\sigma:(x,y,z)\to(x,y,-z)$ does to this matrix.

## (a) How does the mirror act on the eleven orbitals?

**Solution.** Define $(\hat\sigma\phi)(\mathbf r)=\phi(\sigma\mathbf r)$. A Mo $d$ orbital is a quadratic polynomial times a function of $r$, and $r$ does not change under $\sigma$. The polynomials $xy$, $x^2-y^2$ and $3z^2-r^2$ contain even powers of $z$ and keep their sign. The polynomials $xz$ and $yz$ change sign. In the order given above, the signs form the diagonal matrix

$$s_d=\mathrm{diag}(1,-1,1,-1,1).$$

For S, let $\boldsymbol\tau$ be the common in-plane position of the pair. The top orbitals are

$$x_t(\mathbf r)=(x-\tau_x)\,g(|\mathbf r-\boldsymbol\tau-h\hat{\mathbf z}|),\qquad z_t(\mathbf r)=(z-h)\,g(|\mathbf r-\boldsymbol\tau-h\hat{\mathbf z}|).$$

Replacing $z$ by $-z$ turns the distance from the top atom into the distance from the bottom atom, because $(-z-h)^2=(z+h)^2$. The prefactor $x-\tau_x$ is unchanged, while $z-h$ becomes $-(z+h)$. Hence

$$\hat\sigma x_t=x_b,\qquad \hat\sigma y_t=y_b,\qquad \hat\sigma z_t=-z_b,$$

and the same with $t$ and $b$ exchanged. With $s=\mathrm{diag}(1,1,-1)$, the mirror matrix in the order ($d$, top, bottom) is

$$M=\begin{pmatrix}s_d&0&0\\0&0&s\\0&s&0\end{pmatrix}.$$

It is real and symmetric, and $M^2=1$ because $s_d^2=1$ and $s^2=1$.

## (b) Which combinations have definite parity, and how many are there of each?

**Solution.** Since $M^2=1$, its eigenvalues are $+1$ (even) and $-1$ (odd). The $d$ orbitals are already eigenvectors. For each $p$ component $i$, with $s_i$ the corresponding entry of $s$, take

$$|p_i^{\pm}\rangle=\frac{|t_i\rangle\pm s_i|b_i\rangle}{\sqrt2}.$$

From $M|t_i\rangle=s_i|b_i\rangle$ and $M|b_i\rangle=s_i|t_i\rangle$ it follows that $M|p_i^\pm\rangle=\pm|p_i^\pm\rangle$. The lists are

- even: $d_{z^2},\ d_{xy},\ d_{x^2-y^2},\ \dfrac{x_t+x_b}{\sqrt2},\ \dfrac{y_t+y_b}{\sqrt2},\ \dfrac{z_t-z_b}{\sqrt2}$;
- odd: $d_{xz},\ d_{yz},\ \dfrac{x_t-x_b}{\sqrt2},\ \dfrac{y_t-y_b}{\sqrt2},\ \dfrac{z_t+z_b}{\sqrt2}$.

The even $p_z$ combination carries a minus sign because reflection also turns each $p_z$ lobe over.

The trace confirms the count. The $p$ part of $M$ has no diagonal elements, so $\mathrm{tr}\,M=3-2=1$. The trace is also the number of even states minus the number of odd ones, $n_+-n_-=1$. With $n_++n_-=11$ this gives $n_+=6$ and $n_-=5$.

## (c) Show that even and odd states are uncoupled at every in-plane wavevector.

**Solution.** The orbital in cell $\mathbf R$ is $\phi_j(\mathbf r-\mathbf R)$. Since $\mathbf R$ has no $z$ component, $\sigma\mathbf r-\mathbf R=\sigma(\mathbf r-\mathbf R)$. The mirror therefore acts alike in every cell and never moves an orbital to another cell:

$$\hat\sigma|j,\mathbf R\rangle=\sum_m|m,\mathbf R\rangle M_{mj}.$$

The operator $\hat\sigma$ is unitary and commutes with $\hat H$, so $\hat H=\hat\sigma^\dagger\hat H\hat\sigma$. Taking the matrix element,

$$H_{ij}(\mathbf R)=\langle\hat\sigma(i,\mathbf 0)|\hat H|\hat\sigma(j,\mathbf R)\rangle=\sum_{lm}M_{li}H_{lm}(\mathbf R)M_{mj},$$

or $H(\mathbf R)=MH(\mathbf R)M$, since $M$ is symmetric. Multiply by $e^{i\mathbf k\cdot\mathbf R}$ and sum over $\mathbf R$. The phase is a common factor on both sides, so $H(\mathbf k)=MH(\mathbf k)M$. Multiplying by $M$ from the left and using $M^2=1$,

$$MH(\mathbf k)=H(\mathbf k)M\qquad\text{for every in-plane }\mathbf k.$$

Now let $Mu=mu$ and $Mv=m'v$. Evaluating $u^\dagger MHv$ with $M$ acting to the left, and $u^\dagger HMv$ with $M$ acting to the right, gives

$$(m-m')\,u^\dagger H(\mathbf k)v=0 .$$

If the parities differ, $m-m'=\pm2$ and the element vanishes. In the basis of part (b),

$$H(\mathbf k)=\begin{pmatrix}H_+(\mathbf k)&0\\0&H_-(\mathbf k)\end{pmatrix},\qquad H_+:6\times6,\quad H_-:5\times5 .$$

A threefold rotation behaves differently: it moves $\mathbf R$, and so in general relates $H$ at one wavevector to $H$ at another. Only at special points such as $\Gamma$ and $K$ does it return the same or an equivalent wavevector. The mirror leaves each $\mathbf k$ where it is.

The argument did not use the range of the hopping or orthogonality of the orbitals. Replacing $\hat H$ by the identity shows that the overlap matrix has the same blocks, so the generalized eigenvalue problem splits too. This was tested with real Gaussian $p$ and $d$ orbitals (exponent 0.4 bohr$^{-2}$), using the kinetic energy and a lattice of attractive Gaussian wells. At four wavevectors the largest even–odd element of $H$ or of the overlap was $1.3\times10^{-16}$ atomic units, which is rounding error. Deepening the top S wells by 10 % removes the mirror, and an element of 0.03 hartree appears.

Differentiating $[M,H(\mathbf k)]=0$ shows that $\partial H/\partial k_x$ and $\partial H/\partial k_y$ are also block diagonal. In a $\mathbf k\cdot\mathbf p$ expansion within this basis, odd bands therefore contribute nothing to the effective mass of an even band.

## (d) Write both blocks using only the Mo and top-S rows of $H(\mathbf k)$.

**Solution.** Divide $H(\mathbf k)$ into parts labelled $d,t,b$. Multiplying out $H=MHM$ gives

$$H_{dt}=s_dH_{db}s,\qquad H_{tt}=sH_{bb}s,\qquad H_{tb}=sH_{bt}s .$$

Since $s^2=s_d^2=1$, the first and third relations can be written $H_{db}s=s_dH_{dt}$ and $sH_{bt}=H_{tb}s$.

The $p$ part of each block is

$$\langle p^\pm|H|p^\pm\rangle=\tfrac12\left(H_{tt}\pm H_{tb}s\pm sH_{bt}+sH_{bb}s\right)=H_{tt}\pm H_{tb}s .$$

Between opposite parities,

$$\langle p^+|H|p^-\rangle=\tfrac12\left(H_{tt}-H_{tb}s+sH_{bt}-sH_{bb}s\right)=0 .$$

The coupling of $d$ to $p$ is

$$\langle d|H|p^\pm\rangle=\frac{H_{dt}\pm H_{db}s}{\sqrt2}=\frac{1\pm s_d}{\sqrt2}\,H_{dt}.$$

For a $d$ orbital of the same parity as $p^\pm$ the prefactor is $2/\sqrt2=\sqrt2$: the paths through the top and bottom S atoms add. For opposite parity it is zero: the two paths cancel. Hence

$$H_\pm=\begin{pmatrix}H_{dd}&\sqrt2\,H_{dt}\\ \sqrt2\,H_{dt}^\dagger&H_{tt}\pm H_{tb}s\end{pmatrix},$$

with $d$ restricted to its three even members for $H_+$ and its two odd members for $H_-$.

## (e) Apply the blocks to a model with round parameters.

Take $a=0.316$ nm and $h=0.156$ nm, so that the Mo–S bond is $\sqrt{a^2/3+h^2}=0.240$ nm. Site energies in eV are $-1.2$ ($d_{z^2}$), $0$ ($d_{xz},d_{yz}$), $-1.4$ ($d_{xy},d_{x^2-y^2}$), $-3.5$ ($p_x,p_y$) and $-7.0$ ($p_z$). Two-centre hoppings in eV are

- $V_{pd\sigma}=-3.5$, $V_{pd\pi}=1.2$, with the bond directed from $p$ to $d$;
- $V_{dd\sigma}=-0.9$, $V_{dd\pi}=V_{dd\delta}=0.25$;
- $V_{pp\sigma}=1.2$, $V_{pp\pi}=-0.5$.

Hopping is kept for Mo–S bonds, in-plane neighbours at distance $a$, and vertical S pairs. Find the $d_{z^2}$ level at $\Gamma$ by hand, then read the bands.

**Solution.** First resolve the orbitals along a bond. Let $e,u,w$ be coordinates along the bond, across it in the vertical plane, and horizontally across it, so that $z=ce+\rho u$ with $c^2+\rho^2=1$. Then $p_z=c\,p_\sigma+\rho\,p_\pi$. Expanding $(3z^2-r^2)/2$ in the normalized shapes $(3e^2-r^2)/2$, $\sqrt3\,eu$ and $\tfrac{\sqrt3}{2}(u^2-w^2)$ gives

$$d_{z^2}=\frac{3c^2-1}{2}\,d_\sigma+\sqrt3\,c\rho\,d_\pi+\frac{\sqrt3}{2}\rho^2\,d_\delta .$$

Orbitals of different bond symmetry do not couple, so

$$\langle d_{z^2}|H|p_z\rangle=c\left[\frac{3c^2-1}{2}V_{pd\sigma}+\sqrt3\,\rho^2V_{pd\pi}\right].$$

From the top S down to Mo, $c=-0.156/0.240=-0.65$ and $\rho^2=0.5775$. The bracket is $0.134(-3.5)+1.732(0.5775)(1.2)=0.73$ eV, and the element, computed without intermediate rounding, is $-0.477$ eV. From the bottom S, $c$ changes sign and the element is $+0.477$ eV. The two paths therefore add in $z_t-z_b$ and cancel in $z_t+z_b$.

At $\Gamma$ all Bloch phases are 1. The in-plane directions of the three Mo–S bonds sum to zero, so $d_{z^2}$ does not couple to $p_x$ or $p_y$; threefold symmetry likewise separates $d_{z^2}$ and $p_z$ from the other $d$ orbitals. The remaining even problem is $2\times2$:

- $d_{z^2}$: a Mo–Mo bond has $c=0$, so each hopping is $\tfrac14V_{dd\sigma}+\tfrac34V_{dd\delta}=-0.0375$ eV. Six neighbours give $-1.2-0.225=-1.425$ eV.
- $(z_t-z_b)/\sqrt2$: six in-plane $\pi$ hoppings give $-7.0-3.0=-10.0$ eV. The vertical term $H_{tb}s$ is $-V_{pp\sigma}=-1.2$ eV. The sum is $-11.2$ eV.
- coupling: $\sqrt2\times3\times(-0.477)=-2.02$ eV.

The eigenvalues are

$$-6.3125\pm\sqrt{4.8875^2+2.02^2}=-1.02\ \text{and}\ -11.60\ \text{eV}.$$

The odd combination $z_t+z_b$ has the opposite vertical term, $-10.0+1.2=-8.8$ eV, and no $d$ partner at $\Gamma$. All three values agree with the numerical output. At 200 random wavevectors, the levels of the two explicit blocks agree with those of the full $11\times11$ matrix to $1.5\times10^{-14}$ eV.

The levels at $\Gamma$ and $K$, in eV, are

- $\Gamma$ even: $-11.60,\,-6.15,\,-6.15,\,-1.02,\,1.76,\,1.76$;
- $\Gamma$ odd: $-8.80,\,-3.33,\,-3.33,\,3.93,\,3.93$;
- $K$ even: $-9.37,\,-6.72,\,-5.05,\,-0.86,\,0.58,\,1.81$;
- $K$ odd: $-9.34,\,-8.22,\,-4.05,\,3.17,\,4.54$.

Mo supplies six electrons and each S supplies four $p$ electrons. These fourteen fill seven bands, four even and three odd. On a $48\times48$ mesh both band edges lie at the $K$ points, and both are even. The gap is $0.583-(-0.855)=1.44$ eV. The valence state there is made of $d_{xy}$ and $d_{x^2-y^2}$ (weight 1.000 to the digits shown). Symmetry allows it an S $p$ part as well, but for these parameters the $\sigma$ and $\pi$ contributions to that coupling nearly cancel. The conduction state is 77 % $d_{z^2}$ and 23 % S $p$. The odd bands stay below $-3.3$ eV or above about $3.0$ eV on this mesh, so for these parameters the six-orbital block alone describes the band edges.

The blocks also enforce crossings. The second odd level lies $2.81$ eV above the second even level at $\Gamma$, but $1.50$ eV below it at $K$. Ordered eigenvalues of each block are continuous in $\mathbf k$, so on every path from $\Gamma$ to $K$ the two must become equal somewhere. No matrix element exists to open a gap at that point.

## (f) What happens when the mirror is broken?

**Solution.** A vertical field of strength $F$ adds the energy $eFz$ for an electron. Take $z$ at the atomic centres and neglect dipole elements between different atoms. The energy is then $+eFh$ on the top S, $-eFh$ on the bottom S, and zero on Mo. For each $p$ component,

$$\langle p_i^+|eFz|p_i^-\rangle=\tfrac12\left[eFh-(-eFh)\right]=eFh,\qquad \langle p_i^\pm|eFz|p_i^\pm\rangle=\tfrac12(eFh-eFh)=0 .$$

The field couples opposite parities only. A non-degenerate level therefore has no first-order shift, and to leading order

$$\Delta E_n=\sum_{m}\frac{|\langle m|eFz|n\rangle|^2}{E_n-E_m},$$

where $m$ runs over levels of the other parity. For $F=1$ MV/cm $=0.1$ V/nm, the coupling is $0.1\times0.156$ eV $=15.6$ meV. The conduction edge at $K$ moves by only $0.012$ meV, and doubling the field multiplies this by 4.000. The valence edge does not move to the digits shown, because the field acts on S orbitals and that state has almost none. At an even–odd crossing the formula fails: the two levels are degenerate, and they split in proportion to $F$ if the field couples them.

The stacking matters much more. In the 1T form the lower S atoms sit at different in-plane positions from the upper ones, so $\sigma$ is not a symmetry. With the same parameters, and pairing S atoms that lie opposite each other across a Mo atom, the combinations of part (b) are then coupled by up to 3.4 eV at $\mathbf k=(5,3)$ nm$^{-1}$. Uniform in-plane strain, by contrast, keeps the mirror: the S planes may change their height, but they do so symmetrically. With $h$ held fixed and strains of 2 % along $x$ and $-1$ % along $y$ and an off-diagonal component of 1 %, the even–odd element at the same $\mathbf k$ stays at rounding level.

## (g) How do spin–orbit coupling and atomic vibration change the result?

**Solution.** Add $\lambda\,\mathbf L\cdot\mathbf S$ on each atom, with $\mathbf S$ in units of $\hbar$. Since $L_z=xp_y-yp_x$ contains no $z$, it is even. Each term of $L_x=yp_z-zp_y$ and $L_y=zp_x-xp_z$ contains one factor $z$ or $p_z$, so these are odd. Thus $L_zS_z$ respects the two blocks, while $L_xS_x+L_yS_y$ changes the orbital parity and flips the spin. Both terms commute with $M\sigma_z$, where $\sigma_z$ is the Pauli matrix, because $\sigma_z$ anticommutes with $S_x$ and $S_y$. The sector $M\sigma_z=+1$ holds six even spin-up and five odd spin-down orbitals. The 22 spin-orbitals therefore split into $11+11$.

For rough strengths of 80 meV on Mo and 50 meV on S, the largest even–odd element is 69 meV. The band-edge states at $K$ nevertheless acquire an odd weight of at most $6\times10^{-4}$, since the nearest odd level is about 2.6 eV from the conduction edge and 3.2 eV from the valence edge. The valence edge splits by 161 meV. This is close to $2\lambda_{\rm Mo}$: threefold symmetry gives the Mo part of that state the form $d_{x^2-y^2}\pm i\,d_{xy}$, with $|L_z|=2$, and its S part is negligible for these parameters, so $S_z=\pm\tfrac12$ shifts it by $\pm\lambda_{\rm Mo}$.

Vibration carries Mo out of the mirror plane. Treat its motion against the S pair as one oscillator of rough energy $\hbar\omega=60$ meV and reduced mass $\mu=96\times64/160=38.4$ atomic mass units. At 300 K,

$$u_{\rm rms}=\sqrt{\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}}=3.3\ \text{pm}.$$

Shift Mo by this amount in every cell, and let the Mo–S hopping vary as the inverse fourth power of bond length. The largest even–odd element at $K$ is then 140 meV, the odd weight of the edge states is about $10^{-4}$, and the gap falls by 5 meV. Almost all of that fall comes from the changed bonds inside the even block, which alone gives 5.3 meV; the even–odd mixing gives back only about 0.3 meV. The figure also depends on the assumed power: the gap change runs from about $+1$ meV with no length dependence to $-5.4$ meV for the sixth power. This is one frozen displacement pattern, not a full account of electron–phonon coupling. Other odd patterns can mix more strongly: sliding the two S planes in opposite in-plane directions by 3 pm each gives an odd weight of up to $2\times10^{-3}$, and the mixing then lowers the gap by about 7 meV relative to the even block alone.

In real monolayer MoS$_2$ the lattice constant is about 0.32 nm and the valence splitting at $K$ roughly 0.15 eV. The values here are close to these because $a$ and $\lambda_{\rm Mo}$ were chosen so. The optical gap is roughly 1.9 eV, and the gap for separate electrons and holes is larger still, so the model's 1.44 eV is low; its parameters are round numbers, not a fit. The valence edge of the real material at $K$ also has a noticeable S $p$ part, which these parameters almost remove, so the model's vanishing field shift of that edge should not be carried over. In a transistor, a substrate or gate on one side breaks the mirror. If the field inside the layer is 1 MV/cm, the estimate above gives a conduction-edge shift of about 0.01 meV at $K$, far below $k_BT=26$ meV. Screening, chemical bonding to the substrate and the dipole elements neglected in part (f) are not included in that figure. For the band edges at $K$ the even block, with $L_zS_z$ included, thus remains a good approximation under the field, spin–orbit coupling and vibration sized here, although the separation is then no longer exact. This holds for energies well above a few meV. The spin-flip terms shift the edge levels by up to 0.9 meV in this model, which is not negligible against the conduction-band spin splitting of real MoS$_2$, roughly 3 meV; the model gives 11.5 meV for that splitting, so neither it nor its even block should be used for that quantity.

## Numbers as computed

```
lattice constant 0.316 nm, S height 0.156 nm, Mo-S bond 0.2400 nm
site energies z2, xz/yz, xy/x2-y2: -1.2, 0.0, -1.4 eV
site energies p_x/p_y, p_z: -3.5, -7.0 eV
V_pd sigma, pi (p to d): -3.5, 1.2 eV
V_dd sigma, pi, delta: -0.9, 0.25, 0.25 eV
V_pp sigma, pi: 1.2, -0.5 eV
mirror: trace 1, even 6, odd 5
hopping z2 - p_y, top / bottom S: 0.5112 / 0.5112 eV
hopping z2 - p_z, top / bottom S: -0.4766 / 0.4766 eV
hopping yz - p_y, top / bottom S: 0.0143 / -0.0143 eV
hopping yz - p_z, top / bottom S: 0.9021 / 0.9021 eV
largest even-odd element, 200 random k: 8.7e-16 eV
largest level error of explicit blocks: 1.5e-14 eV
even-odd element under in-plane strain: 6.7e-16 eV
even-odd element in 1T stacking, general k: 3.407 eV
Gaussian orbitals, even-odd element of H and S: 1.3e-16 a.u.
same, top S well 10% deeper: 0.0315 hartree
general point k = (5.0, 3.0) 1/nm; K = (13.256, 0) 1/nm
Gamma even (eV): -11.602 -6.145 -6.145 -1.023 1.758 1.758
Gamma odd  (eV): -8.800 -3.334 -3.334 3.934 3.934
K even (eV): -9.368 -6.720 -5.051 -0.855 0.583 1.812
K odd  (eV): -9.338 -8.221 -4.050 3.171 4.538
general k even (eV): -11.074 -6.506 -4.169 -1.929 1.381 1.717
general k odd  (eV): -8.731 -4.980 -4.767 3.344 4.664
K bands 7, 8: -0.855 0.583 eV, gap 1.438 eV
K bands 7, 8 mirror parity: 1.000 1.000
K band 7 weight on xy and x2-y2: 1.000
K band 8 weight on z2: 0.771, on S p: 0.229
even band 4 maximum: -0.855 eV at fractions (0.333, 0.667)
even band 5 minimum: 0.583 eV at fractions (0.333, 0.667)
odd band 3 maximum: -3.334 eV at fractions (0.000, 0.000)
odd band 4 minimum: 2.972 eV at fractions (0.208, 0.417)
(mesh 48 x 48; K has fractions 2/3, 1/3 or 1/3, 2/3)
field 1 MV/cm = 0.10 V/nm: even-odd element 15.60 meV
field shift of K bands 7, 8: 0.00000, 0.01201 meV
band 8 shift ratio on doubling the field: 4.0000
field odd weight, K bands 7, 8: 1.5e-09, 2.6e-06
spin-orbit strengths Mo, S: 0.08, 0.05 eV
spin-orbit even-odd element: 69.3 meV
spin splitting at K, valence: 160.7 meV
spin splitting at K, conduction: 11.5 meV
largest odd weight, spin-split edges at K: 5.9e-04
spin-orbital mirror sectors: 11 and 11
T = 300 K, kT = 25.9 meV, mode energy 60 meV
rms Mo displacement from mirror plane: 3.32 pm
its even-odd element at K: 140.4 meV
its change of the K gap: -5.04 meV
its odd weight, K bands 7, 8: 1.3e-04, 4.6e-05
```
